# Pauli Cancellations and the Large-Order Growth of QED with Regulated Photons: a numerical check

```python
"""Large orders of QED with finitely many photon modes (hbar=c=m=1, e^2=4 pi alpha).
Result under test: with a uniform temporal photon mode (photon mass lam, box V,
inverse temperature beta) Z(alpha)=sum Z_n alpha^n has
    |Z_{n+1}/Z_n| -> (4 sqrt6/3) sqrt(n) / (lam^2 sqrt(beta V)),  i.e. Gamma(n/2),
while the part with a fixed number L of fermion loops grows like n!.
D = normalized Dirac determinant, entire of order 4 in the field; mu = i e A_0;
q = exp(-beta E); p_Q = probability of total charge Q in the free Fermi gas.
b[L][n] = coefficient of mu^(2n) in (ln D)^L / L!.
"""
import numpy as np
import mpmath as mp
from scipy.special import logsumexp
from scipy.constants import fine_structure as alpha

beta, side, lam, mass = 2.0, 2.0, 1.0, 1.0
V = side**3
g = 2*np.pi*beta/(V*lam**2)
print(f"beta = {beta}, box side = {side}, photon mass = {lam} (units of 1/m, 1/m, m)")
print(f"charging constant g = {g:.6f} (dimensionless)")

# ---------- general field: gamma matrices, singular values, determinant bound
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
O2, I2, I4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
gam = np.array([np.block([[O2, -1j*s], [1j*s, O2]]) for s in sig]
               + [np.block([[O2, I2], [I2, O2]]).astype(complex)])


def slash(v):
    return np.einsum('m,mab->ab', v, gam)


ptest = np.array([0.3, -1.1, 0.7, 0.9])
assert abs(np.linalg.det(1j*slash(ptest)+I4) - (ptest@ptest+1)**2) < 1e-10

rng = np.random.default_rng(3)
labels = [np.array([a, b, c, d]) for a in (-1, 0, 1) for b in (-1, 0, 1)
          for c in (-1, 0, 1) for d in (0, 1)]
shift = np.array([0, 0, 0, -0.5])          # antiperiodic in time
props = [np.linalg.inv(1j*slash(np.pi*(k+shift))+I4) for k in labels]
waves = [(1, 0, 0, 0), (0, 1, 0, 1), (1, 0, -1, 0), (0, 0, 0, 0)]
field, sup_A = {}, 0.0
for wv in waves:
    amp, ph = rng.normal(size=4), rng.uniform(0, 2*np.pi)
    sup_A += np.linalg.norm(amp)           # upper bound on sup |A(x)|
    for s in (1, -1):
        key = tuple(s*np.array(wv))
        field[key] = field.get(key, 0) + 0.5*amp*np.exp(1j*s*ph)
dim = 4*len(labels)
K = np.zeros((dim, dim), complex)
for i, ki in enumerate(labels):
    for j, kj in enumerate(labels):
        key = tuple(int(x) for x in ki-kj)
        if key in field:
            K[4*i:4*i+4, 4*j:4*j+4] = 1j*slash(field[key]) @ props[j]
s_K = np.linalg.svd(K, compute_uv=False)
s_S = np.sort(np.concatenate([np.linalg.svd(p, compute_uv=False) for p in props]))[::-1]
assert np.all(s_K <= sup_A*s_S*(1+1e-10))
eye = np.eye(dim)
sg1, l1 = np.linalg.slogdet(eye+0.8*K)
sg2, l2 = np.linalg.slogdet(eye-0.8*K)
assert abs(l1-l2) < 1e-8 and abs(sg1-sg2) < 1e-8      # charge conjugation


def log_E4(w):
    return np.log(np.abs(1+w)) + (-w+w**2/2-w**3/3+w**4/4).real


def majorant(r):
    return r**5/(1+r)


rr, tt = np.meshgrid(np.geomspace(0.05, 60, 500), np.linspace(0.001, np.pi-0.001, 500))
C_E = np.max(log_E4(rr*np.exp(1j*tt))/majorant(rr))
assert C_E < 57
eigs = np.linalg.eigvals(K)
for z in (0.5, 2.0, 2.0j, 5*np.exp(0.7j), 20j):
    assert np.sum(log_E4(z*eigs)) <= 1.01*C_E*np.sum(majorant(abs(z)*sup_A*s_S))
jj = np.arange(1, 10**6+1)
for x in (3.0, 10.0):
    total = np.sum(majorant(x*jj**-0.25)) + 4*x**5*len(jj)**-0.25
    assert total <= 5*x**4 + 4*x**4*np.log(x) + 1
print(f"largest ln|E_4(w)| (1+|w|)/|w|^5 on the grid = {C_E:.3f} (proved bound 57)")

# ---------- uniform mode: spectrum, frequency product, charge distribution
kk = np.arange(-10, 11)
k2 = (kk[:, None, None]**2 + kk[None, :, None]**2 + kk[None, None, :]**2).ravel()
shell, deg = np.unique(k2[k2 <= 100], return_counts=True)
E = np.sqrt(mass**2 + (2*np.pi/side)**2*shell)
om = (2*np.arange(200000)+1)*np.pi/beta
for Et, zt in ((1.0, 0.7), (E[1], 1.2)):
    prod = np.sum(np.log(((om+zt)**2+Et**2)*((om-zt)**2+Et**2)/(om**2+Et**2)**2))
    x, q = np.exp(1j*beta*zt), np.exp(-beta*Et)
    assert abs(prod - np.log(((1+q*x)*(1+q/x)/(1+q)**2).real)) < 1e-5


def lnD_real(mu):
    return np.sum(2*deg*(np.logaddexp(0, -beta*(E-mu)) + np.logaddexp(0, -beta*(E+mu))
                         - 2*np.logaddexp(0, -beta*E)))


print("ln D at real mu, and its ratio to beta V mu^4/(12 pi^2):")
for mu in (3.0, 9.0, 18.0):
    ratio_TF = lnD_real(mu)/(beta*V*mu**4/(12*np.pi**2))
    print(f"  mu = {mu:4.1f} m: ln D = {lnD_real(mu):.3f}, ratio = {ratio_TF:.4f}")
assert abs(ratio_TF-1) < 0.02

Qmax, NA = 2400, 40
c = np.full(Qmax+NA+1, -np.inf)
c[0] = 0.0
for e_level in np.repeat(E, 2*deg):        # each state empty or singly filled
    c[1:] = np.logaddexp(c[1:], c[:-1]-beta*e_level)
lnZ0 = np.sum(4*deg*np.logaddexp(0, -beta*E))
Q = np.arange(Qmax+1)
lnp = logsumexp(c[Q[:, None]+np.arange(NA+1)] + c[:NA+1], axis=1) - lnZ0
assert abs(np.exp(lnp[0]) + 2*np.sum(np.exp(lnp[1:])) - 1) < 1e-9
pauli_c = 0.75*beta*(3*np.pi**2/V)**(1/3)
ratio_p = -lnp[1000]/(pauli_c*1000**(4/3))
assert abs(ratio_p-1) < 0.03
print(f"p_0, p_1, p_2 = {np.exp(lnp[0]):.5f}, {np.exp(lnp[1]):.5f}, {np.exp(lnp[2]):.5f}")
print(f"Fermi-sea constant in -ln p_Q = c Q^(4/3): c = {pauli_c:.4f}")
print(f"  -ln p_Q / (c Q^(4/3)) at Q = 1000: {ratio_p:.4f}")


def ln_moment(n):
    return np.log(2) + logsumexp(lnp[1:] + 2*n*np.log(Q[1:]))


def ratio_full(n):
    return g*np.exp(ln_moment(n+1)-ln_moment(n))/(n+1)


C_full = 4*np.sqrt(6)/3/(lam**2*np.sqrt(beta*V))
print(f"predicted limit of |Z_(n+1)/Z_n|/sqrt(n) = {C_full:.5f}")
for n in (50, 500, 2000, 8000):
    print(f"  n = {n}: computed {ratio_full(n)/np.sqrt(n):.5f}")
assert abs(ratio_full(8000)/np.sqrt(8000)/C_full - 1) < 0.02
slope = np.log(ratio_full(8000)/ratio_full(500))/np.log(16)
assert abs(slope-0.5) < 0.03
print(f"power of n in the ratio, n = 500 to 8000: {slope:.4f}")

# ---------- loop expansion: Taylor coefficients of ln D by a contour integral
mp.mp.dps = 60
nmax, M = 40, 128
E_mp = [mp.sqrt(1 + (mp.pi*2/mp.mpf(side))**2*int(s)) for s in shell]
q_mp = [mp.exp(-beta*e) for e in E_mp]
norm = [2*mp.log(1+qv) for qv in q_mp]


def lnD(w):                                # w = mu^2
    x = mp.exp(beta*mp.sqrt(w))
    return mp.fsum(2*int(d)*(mp.log(1+qv*x)+mp.log(1+qv/x)-nv)
                   for d, qv, nv in zip(deg, q_mp, norm))


root = [mp.expjpi(mp.mpf(2*j)/M) for j in range(M)]
vals = [lnD(root[j]) for j in range(M//2+1)]
one = [mp.mpf(0)]
for n in range(1, nmax+1):
    acc = mp.re(vals[0]) + (-1)**n*mp.re(vals[M//2])
    acc += 2*mp.fsum(mp.re(vals[j]*root[(-j*n) % M]) for j in range(1, M//2))
    one.append(acc/M)
b = {1: one}
for L in range(2, nmax+1):
    prev = b[L-1]
    b[L] = [mp.fsum(prev[i]*one[n-i] for i in range(1, n))/L if n > 1 else mp.mpf(0)
            for n in range(nmax+1)]

w_s = (mass + 1j*mp.pi/beta)**2
R = float(mp.sqrt(abs(w_s)))
print(f"nearest zero of D: |mu| = R = {R:.5f} m")
for n in (10, 20, 40):
    pred = -(mp.mpf(4)/n)*mp.re(w_s**(-n))
    assert abs(one[n]-pred) < 1e-4*(4/mp.mpf(n))*abs(w_s)**(-n)
delta = mp.mpf(10)**(-20)
h_s = lnD(w_s*(1-delta)) - 2*mp.log(delta)
coef2 = (4*mp.harmonic(nmax-1) - 2*h_s)/nmax
pred2 = 2*mp.re(w_s**(-nmax)*coef2)
assert abs(b[2][nmax]-pred2) < 0.03*2*abs(coef2)*abs(w_s)**(-nmax)
print(f"two-loop coefficient at n = 40, computed/predicted: {float(b[2][nmax]/pred2):.4f}")

h = 2*np.pi/(beta*V*lam**2)
print("cancellation between loop numbers (dimensionless coefficients of alpha^n):")
cancel = []
for n in (5, 10, 20, 40):
    factor = (-mp.mpf(h))**n*mp.factorial(2*n)/mp.factorial(n)
    parts = [factor*b[L][n] for L in range(1, n+1)]
    total = mp.fsum(parts)
    from_charge = (-1)**n*mp.exp(n*mp.log(g)+mp.mpf(ln_moment(n)))/mp.factorial(n)
    assert abs(total/from_charge-1) < 1e-9
    Lbig = max(range(n), key=lambda i: abs(parts[i]))
    cancel.append(abs(parts[Lbig]/total))
    print(f"  n = {n}: one loop {mp.nstr(parts[0], 5)}, two loops {mp.nstr(parts[1], 5)}")
    print(f"    largest: L = {Lbig+1}, {mp.nstr(parts[Lbig], 5)};"
          f" full Z_n {mp.nstr(total, 5)}; |largest/full| {mp.nstr(cancel[-1], 4)}")
assert cancel[1] < cancel[2] < cancel[3] and cancel[3] > 1e6

# ---------- order of the smallest term at the physical coupling
lo, hi = 1000, 40000
while hi-lo > 1:
    mid = (lo+hi)//2
    lo, hi = (lo, mid) if ratio_full(mid)*alpha >= 1 else (mid, hi)
n_pred = 1/(C_full*alpha)**2
assert abs(hi/n_pred-1) < 0.03
n_one = R**2/(4*h*alpha)
print(f"1/alpha = {1/alpha:.4f}")
print(f"smallest term, full series: n = {hi} computed, {n_pred:.0f} from the limit law")
print(f"smallest term, one-loop envelope: n = {n_one:.0f}")

# ---------- control: scalar particles, same spectrum, no Pauli principle
NB = 1500
S = np.array([0.0]+[np.sum(2*deg*np.exp(-beta*(E-mass)*k)) for k in range(1, NB+1)])
cb = np.zeros(NB+1)
cb[0] = 1.0
for N in range(1, NB+1):
    cb[N] = np.dot(S[1:N+1], cb[:N][::-1])/N
Qb = np.arange(1, NB-NA+1)
wb = np.exp(-2*beta*mass*np.arange(NA+1))*cb[:NA+1]
lnpb = np.log(cb[Qb[:, None]+np.arange(NA+1)] @ wb) - beta*mass*Qb
for n in (50, 400):
    up = logsumexp(lnpb+2*(n+1)*np.log(Qb)) - logsumexp(lnpb+2*n*np.log(Qb))
    r_bose = g*np.exp(up)/(n+1)
    assert abs(r_bose/(g*2*(2*n+3)/(beta*mass)**2)-1) < 0.01
    print(f"scalar particles, |Z_(n+1)/Z_n|/n at n = {n}: {r_bose/n:.5f}")

# ---------- renormalon caveat: chains of n vacuum-polarization bubbles
xg, wg = np.polynomial.legendre.leggauss(200)
xg, wg = (xg+1)/2, wg/2
u = np.linspace(-10, 150, 3201)
t = np.exp(u)                              # t = k^2/m^2
bubble = 2/np.pi*(np.log1p(np.outer(t, xg*(1-xg))) @ (wg*xg*(1-xg)))
weight = t/(1+t)**2


def chain_ratio(n, keep):
    return np.sum((weight*bubble**(n+1))[keep])/np.sum((weight*bubble**n)[keep])


free, cut = u < 1e9, u <= 10
ren = chain_ratio(40, free)/41*3*np.pi
assert abs(ren-1) < 0.01
growth_free = chain_ratio(40, free)/chain_ratio(20, free)
growth_cut = chain_ratio(40, cut)/chain_ratio(20, cut)
assert growth_free > 1.9 and growth_cut < 1.1
print(f"bubble chain, no cutoff: 3 pi I_41/(41 I_40) = {ren:.5f}")
print(f"growth of the ratio from n = 20 to 40: {growth_free:.3f} without cutoff,"
      f" {growth_cut:.3f} with ln(k^2/m^2) < 10")
print("checks complete")
```

It prints:

```
beta = 2.0, box side = 2.0, photon mass = 1.0 (units of 1/m, 1/m, m)
charging constant g = 1.570796 (dimensionless)
largest ln|E_4(w)| (1+|w|)/|w|^5 on the grid = 1.500 (proved bound 57)
ln D at real mu, and its ratio to beta V mu^4/(12 pi^2):
  mu =  3.0 m: ln D = 13.948, ratio = 1.2747
  mu =  9.0 m: ln D = 910.374, ratio = 1.0271
  mu = 18.0 m: ln D = 14272.789, ratio = 1.0064
p_0, p_1, p_2 = 0.62801, 0.17194, 0.01382
Fermi-sea constant in -ln p_Q = c Q^(4/3): c = 2.3203
  -ln p_Q / (c Q^(4/3)) at Q = 1000: 0.9973
predicted limit of |Z_(n+1)/Z_n|/sqrt(n) = 0.81650
  n = 50: computed 0.83555
  n = 500: computed 0.81236
  n = 2000: computed 0.81411
  n = 8000: computed 0.81669
power of n in the ratio, n = 500 to 8000: 0.5019
nearest zero of D: |mu| = R = 1.86210 m
two-loop coefficient at n = 40, computed/predicted: 1.0092
cancellation between loop numbers (dimensionless coefficients of alpha^n):
  n = 5: one loop -0.36973, two loops 0.6352
    largest: L = 4, -4.6973; full Z_n -4.8512; |largest/full| 0.9683
  n = 10: one loop -31.282, two loops -29.473
    largest: L = 4, -1639.8; full Z_n 218.4; |largest/full| 7.508
  n = 20: one loop 6.2594e+9, two loops -5.1713e+10
    largest: L = 4, -2.8163e+11; full Z_n 1.3935e+7; |largest/full| 2.021e+4
  n = 40: one loop -2.5341e+31, two loops 4.5752e+32
    largest: L = 6, 1.7864e+34; full Z_n 1.0962e+20; |largest/full| 1.63e+14
1/alpha = 137.0360
smallest term, full series: n = 28107 computed, 28168 from the limit law
smallest term, one-loop envelope: n = 302
scalar particles, |Z_(n+1)/Z_n|/n at n = 50: 1.61737
scalar particles, |Z_(n+1)/Z_n|/n at n = 400: 1.57668
bubble chain, no cutoff: 3 pi I_41/(41 I_40) = 1.00000
growth of the ratio from n = 20 to 40: 1.952 without cutoff, 1.042 with ln(k^2/m^2) < 10
checks complete
```
